# A backward-Euler step for trap occupation at fixed carrier density

## Problem

An electron trap in a thin-film semiconductor is either empty or holds one electron. Let $f$ be its mean occupation and $n$ the free-electron density beside it. Empty traps capture electrons at the rate $a=cn$, where $c$ is the capture coefficient. Filled traps emit them at the rate $b$. Take $a>0$ and $b\ge0$, and hold both constant during a time step of length $h>0$.

1. Write the rate equation and solve one backward-Euler step from $f_0$ to $f_1$.
2. Show that $0\le f_0\le1$ implies $0\le f_1\le1$ for every $h$. Find out whether forward Euler and the trapezoidal rule share this property.
3. Find how far $f_1$ can lie from the exact solution after one step.
4. Evaluate steps of 1, 10 and 1000 ns from $f_0=0.20$, for $T=300$ K, $n=10^{17}\ \mathrm{cm^{-3}}$, effective mass $m=0.35\,m_e$, capture cross-section $\sigma=10^{-16}\ \mathrm{cm^2}$ and a trap level $E_d=0.15$ eV below the conduction-band edge. The trap is neutral when empty. These are rough, round values for the channel of an amorphous-oxide thin-film transistor.

## Solution

### 1. The step

Only the empty fraction $1-f$ can capture, and only the filled fraction $f$ can emit. Therefore

$$\frac{df}{dt}=a(1-f)-bf .$$

Backward Euler replaces the derivative by $(f_1-f_0)/h$ and evaluates the right-hand side at the new time:

$$f_1=f_0+h\left[a(1-f_1)-bf_1\right]=f_0+ha-haf_1-hbf_1 .$$

Moving the terms in $f_1$ to the left gives

$$(1+ha+hb)f_1=f_0+ha .$$

The bracket is at least 1, so we may divide by it:

$$\boxed{f_1=\frac{f_0+ha}{1+ha+hb}}$$

The equation is linear because $n$ is fixed. No iteration is needed, and the solution is unique.

### 2. The bounds

The numerator is non-negative and the denominator positive, so $f_1\ge0$. For the upper bound, consider the empty fraction:

$$1-f_1=\frac{(1+ha+hb)-(f_0+ha)}{1+ha+hb}=\frac{1-f_0+hb}{1+ha+hb}\ge0 .$$

Hence $0\le f_1\le1$, with no condition on $h$. The new value is an admissible start for the next step, so by induction the bounds hold after any number of steps. The values of $h$, $a$ and $b$ may change between steps, provided the rates stay non-negative.

That proviso matters in a device simulator. If an unconverged iteration supplies a negative $n$, then $a<0$. Starting from $f_0=0$ with $1+ha+hb>0$, the formula then returns a negative occupation.

The physical reason for the bounds appears when we define $k=a+b$ and the steady occupation $f_\infty=a/k$, at which capture and emission balance. Since $ha=hkf_\infty$,

$$f_1=\frac{1}{1+hk}\,f_0+\frac{hk}{1+hk}\,f_\infty .$$

The two weights are positive and add to 1, so $f_1$ lies between the old and the steady occupation. Subtracting $f_\infty$ gives

$$f_1-f_\infty=\frac{f_0-f_\infty}{1+hk}.$$

The distance from the steady state shrinks without changing sign. For $h\to0$ the trap keeps $f_0$; for $h\to\infty$ it reaches $f_\infty$.

The bounds also survive rounding if the formula is evaluated as $(f_0+P)/((1+P)+Q)$, with $P=ha$ and $Q=hb$. Rounding preserves order: if $x\le y$, the rounded $x$ does not exceed the rounded $y$. The rounded numerator therefore cannot exceed the rounded $1+P$, and adding $Q\ge0$ cannot reduce the latter. The quotient stays within $[0,1]$ as long as nothing overflows.

**Forward Euler** evaluates the rate at the old time:

$$f_1=f_0+h[a(1-f_0)-bf_0]=(1-hk)f_0+ha .$$

This is linear in $f_0$, so the interval $[0,1]$ is mapped onto the segment between the images of its ends. The end $f_0=0$ goes to $ha$, which requires $ha\le1$. The end $f_0=1$ goes to $1-hb$, which requires $hb\le1$. All starting values are safe if and only if

$$h\le\frac{1}{\max(a,b)} .$$

**The trapezoidal rule** averages the old and new rates:

$$f_1=f_0+\frac h2\left[a-kf_0+a-kf_1\right]
\quad\Rightarrow\quad
f_1=\frac{(1-hk/2)f_0+ha}{1+hk/2}.$$

From $f_0=0$ we need $ha\le1+h(a+b)/2$, that is, $h(a-b)\le2$. From $f_0=1$ the numerator is $1+h(a-b)/2$, which is non-negative if $h(b-a)\le2$. The other two bounds at the ends hold automatically. The condition is therefore

$$h\le\frac{2}{|a-b|},$$

with no limit when $a=b$. The trapezoidal rule is implicit too, so being implicit is not enough to secure the bounds for every step.

### 3. The error of one step

With constant rates, $df/dt=-k(f-f_\infty)$, whose solution is

$$f(h)=f_\infty+(f_0-f_\infty)e^{-kh}.$$

Let $x=kh$. The difference between backward Euler and this solution, relative to the initial gap $f_0-f_\infty$, is

$$D(x)=\frac{f_1-f(h)}{f_0-f_\infty}=\frac1{1+x}-e^{-x}.$$

Since $e^x>1+x$ for $x>0$, $D$ is positive: the computed occupation lags behind the exact one. For small $x$,

$$D=(1-x+x^2-\dots)-\left(1-x+\tfrac12x^2-\dots\right)=\tfrac12x^2+\dots$$

Reaching a fixed time takes a number of steps proportional to $1/h$, so the accumulated error is of first order in $h$.

For large $x$ both terms of $D$ vanish, so the error has a maximum in between. Setting

$$D'(x)=e^{-x}-\frac1{(1+x)^2}=0$$

gives $e^x=(1+x)^2$, or $x=2\ln(1+x)$. The function $x-2\ln(1+x)$ starts at zero, falls until $x=1$ and then rises without limit, so there is one positive root. Numerical root finding gives $x=2.51$, where $D=0.204$. One step can thus be wrong by up to about 20% of the initial gap, although its result is always an admissible occupation.

### 4. The numbers

The capture coefficient is $c=\sigma v$, with mean thermal speed

$$v=\sqrt{\frac{8k_BT}{\pi m}}=1.819\times10^7\ \mathrm{cm/s}.$$

Hence $c=1.819\times10^{-9}\ \mathrm{cm^3/s}$ and $a=cn=1.819\times10^8\ \mathrm{s^{-1}}$.

The emission rate follows from equilibrium. The filled trap has two spin states and the empty trap one, so with trap level $E_t$ and Fermi level $E_F$

$$\frac{f}{1-f}=2e^{(E_F-E_t)/k_BT}.$$

For a dilute electron gas in a parabolic band with edge $E_c$,

$$n=N_c\,e^{(E_F-E_c)/k_BT},\qquad N_c=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}=5.196\times10^{18}\ \mathrm{cm^{-3}}.$$

Eliminating $E_F$, with $E_d=E_c-E_t$, gives $f/(1-f)=(2n/N_c)e^{E_d/k_BT}$. The steady state of the rate equation requires $f/(1-f)=a/b=cn/b$. Equating the two,

$$b=c\,\frac{N_c}{2}\,e^{-E_d/k_BT}=1.427\times10^7\ \mathrm{s^{-1}},$$

where $k_BT=0.02585$ eV. We assume that $c$ and $b$ keep these values while the trap is out of equilibrium.

The total rate is $k=1.962\times10^8\ \mathrm{s^{-1}}$, the relaxation time $1/k=5.10$ ns, and $f_\infty=a/k=0.927$. For the 10 ns step, $ha=1.819$ and $hb=0.143$, so

$$f_1=\frac{0.200+1.819}{1+1.819+0.143}=0.682 .$$

The other steps follow in the same way:

| $h$ (ns) | backward Euler | exact | forward Euler | trapezoidal |
|---:|---:|---:|---:|---:|
| 1 | 0.319 | 0.330 | 0.343 | 0.330 |
| 10 | 0.682 | 0.825 | 1.627 | 0.920 |
| 1000 | 0.924 | 0.927 | 142.9 | 1.640 |

The step limits are 5.50 ns for forward Euler and 11.9 ns for the trapezoidal rule. Forward Euler breaks the bounds at 10 ns, and both do so at 1000 ns. Within its limit the trapezoidal rule is the more accurate of the two implicit methods here: at 10 ns it misses the exact value by 0.095, backward Euler by 0.143. The latter error is 20% of the initial gap of 0.727, close to the worst case because $x=1.96$ is near 2.51. At 1000 ns backward Euler is accurate again, since the trap has almost reached its steady state. Long backward-Euler steps therefore suit a search for the steady state, while following the transient accurately with this method needs $h$ well below 5 ns for these rates.

### What fixed density leaves out

Suppose that traps of density $N_t$ draw on a closed store of electrons. Then $n$ becomes $n_0-N_t(f_1-f_0)$, where $n_0$ is the density at the start of the step, and the step equation is $G(f_1)=0$ with

$$G(f)=f-f_0-h\left\{c\,[n_0-N_t(f-f_0)](1-f)-bf\right\}.$$

This is quadratic, with leading coefficient $-hcN_t<0$. Also $G(0)=-f_0-hc(n_0+N_tf_0)<0$ and, for $b>0$, $G(1)=1-f_0+hb>0$. One root therefore lies between 0 and 1 and the other above 1, so a solver must select the first. For $N_t=10^{16}\ \mathrm{cm^{-3}}$ and $h=10$ ns, the numerical root is 0.672 instead of 0.682, and $n$ falls by about 5%.

### Comparison with a real channel

Amorphous-oxide channels have traps spread over energy, not one sharp level. Cross-sections are poorly known, and since both rates are proportional to $\sigma$, the relaxation time scales as $1/\sigma$. The chosen $n$ suits a weakly turned-on channel; in strong accumulation the density can be ten or more times higher. The dilute-gas relation then begins to fail: with Fermi–Dirac statistics the equilibrium ratio $b/a$ is about 7% below the dilute value at $n=10^{18}\ \mathrm{cm^{-3}}$ and about half of it at $10^{19}\ \mathrm{cm^{-3}}$. The following changes are made one at a time to the 10 ns backward-Euler result of 0.68, with $n$ held fixed:

- **Trap depth:** 0.12 eV gives 0.62 and 0.18 eV gives 0.71.
- **Tunnelling:** in a field $F=0.03$ MV/cm, an electron thermally raised within the trap can tunnel through the remaining triangular barrier. A semiclassical estimate multiplies both rates by $1+\int_0^{E_d/k_BT}\exp(z-Kz^{3/2})\,dz$, with $K=4\sqrt{2m}(k_BT)^{3/2}/(3q\hbar F)$ and $q$ the elementary charge. Numerical integration gives a factor of 1.36 and an occupation of 0.73. At this weak field the estimate is unreliable. About 70% of the integral comes from small $z$, where $Kz^{3/2}<1$, and the formula adds states below the band edge without removing the weight that the field takes from states above it. For a point-like trap with energy-independent coupling, the exact Airy-function solutions in a uniform field raise the thermally weighted local density of band states only by $\exp[4/(27K^2)]=1.005$ for $K=5.6$, which leaves the occupation at 0.68.
- **Heating:** at 330 K, with the same cross-section, the occupation is 0.66.
- **Diffusion to the trap:** for mobility $\mu=10\ \mathrm{cm^2/Vs}$, take the diffusion coefficient $D_n=\mu k_BT/q$ and the capture radius $r=\sqrt{\sigma/\pi}$. Adding the diffusive resistance $1/(4\pi D_nr)$ to $1/c$ multiplies both rates by 0.91 and gives 0.67. This is only a rough indication. The mean free path implied by the mobility, $3D_n/v\approx0.4$ nm, exceeds $r\approx0.06$ nm, so the diffusion equation does not hold that close to the trap. It is also far shorter than the electron's thermal wavelength, $h_P/\sqrt{2\pi mk_BT}\approx7$ nm with $h_P=2\pi\hbar$, so the picture of a classical particle moving freely between collisions is itself doubtful.

Each of these shifts is smaller than the time-step error of 0.14, but only because the changes are modest. A cross-section three times smaller gives 0.49, one ten times larger 0.89, a density $n=10^{18}\ \mathrm{cm^{-3}}$ gives 0.95 and a depth of 0.10 eV gives 0.53, all shifts larger than 0.14. Such changes alter the rates, and with them the value of $f_1$; the proof of the bounds needs only that the rates entering the backward-Euler formula are non-negative.
